# Frozen-phonon energies: why one amplitude factor does not fit every wavevector

## A crystal whose frequency is known in advance

Take a row of $N$ identical atoms of mass $M$, each tied to its own lattice site by a spring of stiffness $k$, with no coupling between atoms. Every atom oscillates at $\omega_0=\sqrt{k/M}$, whatever its neighbours do. A displacement wave of any wavevector $q$ therefore has frequency $\omega_0$.

Now find this frequency from energies. Displace the atom in cell $l$ by $u_l=A\cos(qla)$, where $a$ is the lattice constant. The energy per cell, measured from equilibrium, is

$$\frac{E}{N}=\frac1N\sum_l\tfrac12ku_l^2=\tfrac12M\omega_0^2A^2\,\langle\cos^2(qla)\rangle ,$$

where the brackets denote the average over cells.

At $q=0$ every atom is displaced by $A$ and the average is 1. At $qa=\pi$ the displacements are $A,-A,A,-A,\dots$ and the average is again 1. At $qa=\pi/2$ they are $A,0,-A,0,\dots$ and the average is $\tfrac12$, because half the atoms have not been moved.

Suppose that the formula $E/N=\tfrac12M\omega^2A^2$, correct at $q=0$, is used at $qa=\pi/2$. The energy per cell is $\tfrac14M\omega_0^2A^2$, so the formula returns $\omega=\omega_0/\sqrt2$. This is false, since each displaced atom still oscillates at $\omega_0$. The springs have not softened. The energy was averaged over moving and resting atoms, while the inertia was counted as if all atoms moved with amplitude $A$.

## A counter-example with coupled atoms

The same error occurs when the frequency does depend on $q$. Consider a chain with two atoms per cell, of masses $M_1=20000\,m_e$ and $M_2=50000\,m_e$. The spring inside a cell has stiffness $K_1=0.10\,E_h/a_0^2$, and the spring to the next cell has $K_2=0.06\,E_h/a_0^2$. These are round model parameters. Hartree atomic units are used with $\hbar=1$, so frequencies are given in $E_h$.

**The true frequency.** Atom 1 of cell $l$ is joined to atom 2 of the same cell by $K_1$ and to atom 2 of cell $l-1$ by $K_2$. Newton's equations are

$$M_1\ddot u_{l1}=K_1(u_{l2}-u_{l1})+K_2(u_{l-1,2}-u_{l1}),$$
$$M_2\ddot u_{l2}=K_1(u_{l1}-u_{l2})+K_2(u_{l+1,1}-u_{l2}).$$

Insert $u_{l\kappa}=M_\kappa^{-1/2}e_\kappa\,e^{i(qla-\omega t)}$. The time derivatives give $-\omega^2$, and a shift by one cell gives $e^{\pm iqa}$. Dividing each equation by $-\sqrt{M_\kappa}$ leads to $D(q)e=\omega^2e$, with

$$D_{11}=\frac{K_1+K_2}{M_1},\quad D_{22}=\frac{K_1+K_2}{M_2},\quad D_{12}=D_{21}^*=-\frac{K_1+K_2e^{-iqa}}{\sqrt{M_1M_2}} .$$

At $qa=\pi/2$ we have $e^{-iqa}=-i$. In atomic units,

$$D_{11}=8.0\times10^{-6},\qquad D_{22}=3.2\times10^{-6},\qquad |D_{12}|^2=\frac{0.10^2+0.06^2}{10^9}=1.36\times10^{-11}.$$

The upper (optical) eigenvalue of this $2\times2$ matrix is

$$\omega^2=\frac{D_{11}+D_{22}}2+\sqrt{\Big(\frac{D_{11}-D_{22}}2\Big)^2+|D_{12}|^2}
=(5.6+4.4)\times10^{-6}=1.0\times10^{-5},$$

so $\omega=3.162\times10^{-3}\,E_h$, or $694\ \mathrm{cm^{-1}}$.

**The frozen pattern.** The first row of the eigenvalue equation gives $e_2=(\omega^2-D_{11})e_1/D_{12}$. With $|e_1|^2+|e_2|^2=1$ and $e_1$ chosen real and positive,

$$e_1=0.87905,\qquad e_2=-0.40879-0.24528\,i .$$

Real displacements are obtained by taking the real part:

$$u_{l\kappa}=\frac{Q}{\sqrt{M_\kappa}}\,\mathrm{Re}\big[e_\kappa e^{iqla}\big],\qquad Q=5\,a_0\sqrt{m_e}.$$

The mass-weighted amplitude $Q$ replaces $\sqrt M A$ of the first example. Since $e^{iqla}$ runs through $1,i,-1,-i$, the pattern repeats after four cells. The displacements in $a_0$ are

- light atoms: $0.03108,\ 0,\ -0.03108,\ 0$;
- heavy atoms: $-0.00914,\ 0.00548,\ 0.00914,\ -0.00548$.

**The energy.** The springs inside the cells change length by $u_{l2}-u_{l1}$, which has magnitude $0.04022$ in two cells and $0.00548$ in the other two. The springs between cells change by $u_{l+1,1}-u_{l2}$, with magnitudes $0.00914$ and $0.03656$, again twice each. Averaged over the four cells,

$$\frac EN=\tfrac12(0.10)\,\frac{0.04022^2+0.00548^2}{2}+\tfrac12(0.06)\,\frac{0.00914^2+0.03656^2}{2}
=62.5\times10^{-6}\,E_h .$$

**The wrong inversion.** Setting this equal to $\tfrac12\omega^2Q^2$ gives

$$\omega^2=\frac{2\times62.5\times10^{-6}}{25}=5.0\times10^{-6},\qquad \omega=2.236\times10^{-3}\,E_h,$$

or $491\ \mathrm{cm^{-1}}$ in place of 694. The ratio is $1/\sqrt2$.

**The missing factor.** The contribution of one cell to the squared pattern is $\sum_\kappa M_\kappa u_{l\kappa}^2/Q^2$. In cell 0 it is $0.87905^2+0.40879^2=0.93984$. In cell 1 it is $0+0.24528^2=0.06016$. The other two cells repeat these values, and the mean is $0.50000$. Here no cell is wholly at rest, yet the average is still one half.

Replacing the factor 1 by $\tfrac12$ everywhere does not help, because it spoils the points where 1 was right. The table gives frequencies in $10^{-3}E_h$ and energies in $10^{-6}E_h$. The last two columns are the frequencies inferred from $E/N=\tfrac12\omega^2Q^2$ and from $E/N=\tfrac14\omega^2Q^2$.

| $qa/\pi$ | true $\omega$ | $E/N$ | factor 1 | factor ½ |
|---|---|---|---|---|
| 0 | 3.347 | 140.0 | 3.347 | 4.733 |
| 1/2 | 3.162 | 62.5 | 2.236 | 3.162 |
| 2/3 | 3.042 | 57.8 | 2.151 | 3.042 |
| 1 | 2.883 | 103.9 | 2.883 | 4.077 |

## The correct statement

Consider a crystal of $N$ cells with periodic boundary conditions, displaced from an equilibrium structure, with the energy kept to second order in the displacements. Let $q$ be a wavevector that fits the supercell. Let $e$, with components $e_{\kappa\alpha}$ for atom $\kappa$ and direction $\alpha$, be a normalized eigenvector of the dynamical matrix at $q$, with eigenvalue $\omega^2$. Freeze in

$$u_{R\kappa\alpha}=\frac{Q}{\sqrt{M_\kappa}}\,\mathrm{Re}\big[e_{\kappa\alpha}\,e^{i(q\cdot R+\varphi)}\big],$$

where $R$ is the lattice vector of the cell. Then

$$\boxed{\;\frac EN=\tfrac12\,\omega^2Q^2S,\qquad S=\tfrac12\Big\{1+\Delta\,\mathrm{Re}\Big[e^{2i\varphi}\sum_{\kappa\alpha}e_{\kappa\alpha}^2\Big]\Big\}\;}$$

with $\Delta=1$ if $2q$ is a reciprocal-lattice vector (zero included) and $\Delta=0$ otherwise. The sum contains $e^2$, not $|e|^2$.

At a general wavevector $\Delta=0$, so $S=\tfrac12$ for every phase $\varphi$. At the special points, where $2q$ is a reciprocal-lattice vector, a real eigenvector gives $S=\tfrac12(1+\cos2\varphi)=\cos^2\varphi$, which is 1 for $\varphi=0$.

## Proof

**Energy and squared pattern.** Define $w_{R\kappa\alpha}=\sqrt{M_\kappa}\,u_{R\kappa\alpha}$. At equilibrium the terms linear in $u$ vanish, so $E=\tfrac12w^{T}\mathcal Dw$. Here $\mathcal D$ is the matrix of second derivatives of the energy, each divided by $\sqrt{M_\kappa M_{\kappa'}}$. It is real and symmetric.

The Bloch vector $b_{R\kappa\alpha}=e_{\kappa\alpha}e^{iq\cdot R}$ satisfies $\mathcal Db=\omega^2b$; this is what it means for $e$ to be an eigenvector of the dynamical matrix at $q$. Since $\mathcal D$ and $\omega^2$ are real, complex conjugation gives $\mathcal Db^*=\omega^2b^*$. The frozen pattern is a combination of the two,

$$w=Q\,\mathrm{Re}[e^{i\varphi}b]=\tfrac Q2\big(e^{i\varphi}b+e^{-i\varphi}b^*\big),$$

so $\mathcal Dw=\omega^2w$ as well. Therefore

$$E=\tfrac12w^T\mathcal Dw=\tfrac12\omega^2\,w^Tw. \qquad (1)$$

**The average.** For any complex number $z$,

$$(\mathrm{Re}\,z)^2=\tfrac14(z+z^*)^2=\tfrac12|z|^2+\tfrac14(z^2+z^{*2})=\tfrac12|z|^2+\tfrac12\mathrm{Re}\,z^2 .$$

Apply this to $z=e_{\kappa\alpha}e^{i(q\cdot R+\varphi)}$, sum over atoms and directions, and average over cells. The first term gives $\tfrac12$, because $\sum|e_{\kappa\alpha}|^2=1$. Hence

$$S\equiv\frac{w^Tw}{NQ^2}=\frac12+\frac12\,\mathrm{Re}\Big[e^{2i\varphi}\sum_{\kappa\alpha}e_{\kappa\alpha}^2\;\frac1N\sum_Re^{2iq\cdot R}\Big].$$

**The lattice sum.** For a supercell with $N_j$ cells along lattice vector $j$, the allowed wavevectors satisfy $q\cdot R=2\pi\sum_jm_jn_j/N_j$, where $m_j$ are integers and $n_j=0,\dots,N_j-1$ label the cells. The sum over $R$ is a product of geometric sums. If $2m_j/N_j$ is an integer, every term of the $j$th sum is 1 and the sum is $N_j$. Otherwise

$$\sum_{n=0}^{N_j-1}e^{4\pi im_jn/N_j}=\frac{1-e^{4\pi im_j}}{1-e^{4\pi im_j/N_j}}=0,$$

because the numerator vanishes and the denominator does not. The product, divided by $N$, is 1 if all $2m_j/N_j$ are integers and 0 otherwise. That condition says that $2q$ is a reciprocal-lattice vector, so the lattice average is $\Delta$. Together with (1), this proves the statement.

For one atom per cell and a real polarization vector, $S$ reduces to the average of $\cos^2(q\cdot R+\varphi)$.

## Why the factor drops out of the motion

Release the pattern from rest. Because $\mathcal Dw=\omega^2w$, the force keeps the shape of the pattern, and $w(t)=w(0)\,c(t)$ with a single function $c(t)$. The kinetic and potential energies per cell are

$$\frac TN=\frac{\dot w^T\dot w}{2N}=\tfrac12SQ^2\dot c^2,\qquad \frac VN=\tfrac12SQ^2\omega^2c^2 .$$

Both contain $S$. Setting the time derivative of their sum to zero gives $SQ^2\dot c\,(\ddot c+\omega^2c)=0$. For $S\neq0$ and a moving pattern this means $\ddot c=-\omega^2c$, from which $S$ has cancelled. The wrong inversion keeps $S$ in the potential energy and omits it from the inertia. When the chain patterns at $qa=0$, $\pi/2$ and $\pi$ are released in a numerical integration of Newton's equations, their motion gives $3.347$, $3.162$ and $2.883\times10^{-3}E_h$, in agreement with the true frequencies in the table.

## Phase and polarization at the special points

When $2q$ is a reciprocal-lattice vector, $e^{iq\cdot R}=\pm1$ for every $R$. The dynamical matrix is then real, and its eigenvectors can be chosen real. They need not be chosen so, and the choice affects the energy.

For the optical mode at $q=0$ with a real eigenvector, the phases $\varphi=0$, $\pi/4$ and $\pi/2$ give $S=1$, $\tfrac12$ and $0$. In the last case the real part vanishes and no atom has moved. The value $\tfrac12$ at $\varphi=\pi/4$ means that all displacements are smaller by $1/\sqrt2$. With that phase the factor $\tfrac12$ does hold at every $q$, provided that real eigenvectors are used at the special points.

Degenerate modes offer another choice. Two equal transverse modes can be combined into a circular polarization $(1,i)/\sqrt2$. Then $\sum e^2=\tfrac12(1-1)=0$, and $S=\tfrac12$ at $q=0$ for every phase.

In general $S=1$ requires $\Delta=1$ and $\mathrm{Re}\sum(e^{i\varphi}e_{\kappa\alpha})^2=1=\sum|e_{\kappa\alpha}|^2$. Since $\mathrm{Re}\,z^2\le|z|^2$, with equality for real $z$ alone, every component of $e^{i\varphi}e$ must be real.

The phase convention matters here too. Some definitions attach the Bloch phase to the atomic position $R+\tau_\kappa$, with eigenvector components $e'_{\kappa\alpha}=e_{\kappa\alpha}e^{-iq\cdot\tau_\kappa}$. Such components must be multiplied by $e^{iq\cdot\tau_\kappa}$ before they are used in the formulas above.

## The zone boundary is not the criterion

In the chain, the zone-boundary point $qa=\pi$ has $\Delta=1$, so $S=1$ for a real eigenvector and $\varphi=0$. In two or three dimensions, a point on the zone boundary need not satisfy the condition on $2q$.

Take a triangular lattice with one atom of mass $M=50000\,m_e$ per cell and nearest-neighbour springs of stiffness $k=0.05\,E_h/a_0^2$, unstretched at equilibrium. To first order, a bond along the unit vector $n$ changes length by the component of the relative displacement along $n$. The bonds at $+b$ and $-b$ together contribute phase factors $e^{iq\cdot b}+e^{-iq\cdot b}-2$, so the polarization vector $\epsilon$ obeys

$$M\omega^2\epsilon=k\sum_{b}2(1-\cos q\cdot b)\,n_b\,(n_b\cdot\epsilon),$$

with the sum over three bond directions, $n=(1,0)$, $(\tfrac12,\tfrac{\sqrt3}2)$ and $(-\tfrac12,\tfrac{\sqrt3}2)$.

At M, the midpoint of an edge of the hexagonal zone, the phases $q\cdot b$ can be taken as $0,\pi,\pi$. The first bond drops out and the other two have weight 4. For $\epsilon$ along $y$ this gives $M\omega^2=4k(\tfrac34+\tfrac34)=6k$, the upper mode, with $\omega=2.449\times10^{-3}E_h$. Doubling the phases gives multiples of $2\pi$, so $\Delta=1$. The frozen wave has $\cos^2=1$ in every cell.

At K, a corner of the zone, the phases are $2\pi/3,4\pi/3,2\pi/3$. Each cosine is $-\tfrac12$ and each weight is 3. For $\epsilon$ along $y$, $M\omega^2=3k(0+\tfrac34+\tfrac34)=4.5k$, and $\omega=2.121\times10^{-3}E_h$. Doubling the phases does not give multiples of $2\pi$, so $\Delta=0$. Indeed $\cos(q\cdot R)$ takes the values $1,-\tfrac12,-\tfrac12$ equally often, and the mean square is $(1+\tfrac14+\tfrac14)/3=\tfrac12$.

For a displacement amplitude $A$, the second derivative of $E/N$ with respect to $A$ is $M\omega^2S$. Its computed value at K is $0.1125\,E_h/a_0^2$. Dividing by the full mass gives $\omega=1.500\times10^{-3}E_h$, too low by $\sqrt2$. Dividing by $MS$ restores $2.121\times10^{-3}E_h$.

## Close to a special point

A 200-cell ring of the diatomic chain allows $qa/\pi=0.99$, next to the zone boundary. There $\omega=2.8834\times10^{-3}E_h$, against $2.8832\times10^{-3}E_h$ at $qa=\pi$. The energy per cell at fixed $Q$, however, is $52.0\times10^{-6}E_h$ against $103.9\times10^{-6}E_h$.

The frequency is continuous, because the dynamical matrix of this short-range model varies smoothly with $q$. The energy per cell, taken here with $\varphi=0$, is not. If $q$ differs from a special point by a small $\delta$, then $e^{iqla}=\pm e^{i\delta la}$, and the alternating pattern acquires a slow envelope. Where the envelope is near its maximum, the cells look like those of the special point. Near its nodes they are nearly undisplaced, and in between the amplitude takes intermediate values. This picture needs an eigenvector that stays nearly real close to the special point, as it does here because the mode is not degenerate there. With equal masses and equal springs the two branches meet at $qa=\pi$, the nearby eigenvector is far from real, and every cell contributes close to one half. The ring holds a whole number of periods of $\cos^2(\delta la)$, so over the full ring the squared envelope averages to one half. An average over a few cells can therefore differ from $S$. An average over a whole number of periods of the squared pattern always gives $S$, and the whole supercell in which the wave fits contains a whole number of them.

## Inverting the energy safely

Equation (1) contains no assumption about the type of wavevector. Solved for the frequency, it reads

$$\omega^2=\frac{2E}{\sum_{R\kappa\alpha}M_\kappa u_{R\kappa\alpha}^2},$$

with the energy and the sum taken over the same supercell and the displacements actually used. No separate rule for $S$ is needed, provided that the displacements are not all zero.

Two conditions remain. First, the pattern must be an eigenvector. If instead $w=\sum_\nu c_\nu w_\nu$, with orthonormal real eigenvectors $w_\nu$ of $\mathcal D$, the same ratio gives $\sum_\nu c_\nu^2\omega_\nu^2/\sum_\nu c_\nu^2$, a weighted mean of squared frequencies. Secondly, $E$ must be the harmonic energy. For an anharmonic crystal, average the energies of the patterns $+u$ and $-u$, which removes the odd powers of the amplitude, and reduce the amplitude until the ratio no longer changes. The result is the frequency of the periodic supercell. In a polar insulator at $q=0$ such a cell carries no macroscopic electric field, so it does not give the longitudinal optical frequency of the limit $q\to0$. The numerical check checks the energy formula for the optical branch at every wavevector of a 12-cell chain and for the two triangular-lattice points.

## Table of computed values

```
DIATOMIC CHAIN, optical branch
masses: 20000 and 50000 m_e
springs: 0.10 and 0.06 E_h/a0^2
mass-weighted amplitude Q: 5.0 a0 sqrt(m_e); cells: 12
columns: qa/pi | omega (1e-3 E_h) | E/cell (1e-6 E_h) | S |
  omega inferred with factor 1 | with factor 1/2 (1e-3 E_h)
0.0000 | 3.3466 | 140.000 | 1.0000 | 3.3466 | 4.7329
0.1667 | 3.3248 | 69.091 | 0.5000 | 2.3510 | 3.3248
0.5000 | 3.1623 | 62.500 | 0.5000 | 2.2361 | 3.1623
0.6667 | 3.0422 | 57.845 | 0.5000 | 2.1512 | 3.0422
0.8333 | 2.9317 | 53.716 | 0.5000 | 2.0730 | 2.9317
1.0000 | 2.8832 | 103.912 | 1.0000 | 2.8832 | 4.0775
AT qa = pi/2
eigenvector: e1 = 0.87905, e2 = -0.40879 -0.24528 i
light-atom displacements, 4 cells (a0): 0.03108 -0.00000 -0.03108 -0.00000
heavy-atom displacements, 4 cells (a0): -0.00914 0.00548 0.00914 -0.00548
cell contributions M u^2/Q^2: 0.93984 0.06016 0.93984 0.06016
their mean S: 0.50000
true frequency: 694.04 cm^-1
frequency with wrong factor 1: 490.76 cm^-1
RELEASED FROM REST
qa/pi = 0.0: omega from motion = 3.3466 1e-3 E_h
qa/pi = 0.5: omega from motion = 3.1623 1e-3 E_h
qa/pi = 1.0: omega from motion = 2.8832 1e-3 E_h
GAMMA: effect of phase and polarization
phase/pi = 0.00: energy factor = 1.0000
phase/pi = 0.25: energy factor = 0.5000
phase/pi = 0.50: energy factor = 0.0000
circular pair of equal transverse modes: energy factor = 0.5000
LONG RING, 200 cells
qa/pi = 0.00: omega = 3.3466 1e-3 E_h, E/cell = 140.000 1e-6 E_h
qa/pi = 0.01: omega = 3.3466 1e-3 E_h, E/cell = 69.997 1e-6 E_h
qa/pi = 0.99: omega = 2.8834 1e-3 E_h, E/cell = 51.963 1e-6 E_h
qa/pi = 1.00: omega = 2.8832 1e-3 E_h, E/cell = 103.912 1e-6 E_h
TRIANGULAR LATTICE, upper in-plane mode
spacing 5.0 a0, spring 0.05 E_h/a0^2, mass 50000 m_e
supercell 6 x 6, displacement amplitude 0.01 a0
M: mean square S = 1.0000, curvature/cell = 0.30000 E_h/a0^2
M: omega from force constants = 2.4495 1e-3 E_h
M: frozen omega, factor 1 = 2.4495; factor S = 2.4495 1e-3 E_h
K: mean square S = 0.5000, curvature/cell = 0.11250 E_h/a0^2
K: omega from force constants = 2.1213 1e-3 E_h
K: frozen omega, factor 1 = 1.5000; factor S = 2.1213 1e-3 E_h
```
